# Anisotropic adatom diffusion: the geometric-mean coefficient and where it fails, part 1

(Sections cited here and not found follow in the second part.)

## 1. The map, and what it does to islands

**Q.** On many crystal surfaces an adatom moves more easily in one direction than in the other. You want to replace such a surface by an isotropic one. Before I object, tell me where the two diffusion coefficients come from.

**A.** From the hops. Let an adatom jump by the vector \(\mathbf d_i\) at rate \(h_i\), and let each jump have a reverse jump \(-\mathbf d_i\) of the same rate. Let \(n\) be the number of adatoms per area and \(F\) the number deposited per area and time. Away from islands, gain and loss by hopping give

\[
\frac{\partial n}{\partial t}=F+\sum_i h_i\,[\,n(\mathbf r-\mathbf d_i)-n(\mathbf r)\,].
\]

Suppose that \(n\) changes little over one hop, and expand to second order. The first-order terms cancel between each hop and its reverse. What remains is

\[
\frac{\partial n}{\partial t}=F+\sum_{ab}D_{ab}\,\partial_a\partial_b n,\qquad
D_{ab}=\tfrac12\sum_i h_i\,d_{i,a}d_{i,b}.
\]

The matrix \(D\) is symmetric. It is positive definite if the hops do not all lie along one line. We can therefore choose perpendicular axes in which it is diagonal, with \(D_x\ge D_y>0\):

\[
\frac{\partial n}{\partial t}=F+D_x\frac{\partial^2n}{\partial x^2}+D_y\frac{\partial^2n}{\partial y^2}.
\]

I assume that \(D\) is the same everywhere on the terrace, that adatoms do not evaporate, and that they are too dilute to disturb one another.

**Q.** Then stretch the axes. But by how much, and what coefficient results?

**A.** Write \(x=sX\) and \(y=Y/s\), with a constant \(s>0\). The two factors are reciprocal, so \(dx\,dy=dX\,dY\). An adatom count per area is the same number in both planes, and so is \(F\). By the chain rule,

\[
\frac{\partial}{\partial x}=\frac1s\frac{\partial}{\partial X},\qquad
\frac{\partial}{\partial y}=s\frac{\partial}{\partial Y},
\]

and the two coefficients become \(D_x/s^2\) and \(D_ys^2\). They are equal if \(s^4=D_x/D_y\). Their common value is

\[
\bar D=\frac{D_x}{s^2}=D_x\sqrt{\frac{D_y}{D_x}}=\sqrt{D_xD_y},\qquad
s=\left(\frac{D_x}{D_y}\right)^{1/4}.
\]

In the mapped plane \(\partial n/\partial t=F+\bar D\nabla^2n\). The fast direction has been compressed and the slow one stretched.

**Q.** You chose reciprocal factors. I could leave \(y\) alone and compress only \(x\). That also removes the anisotropy.

**A.** It does, and it gives another coefficient. Take a general linear map \(\mathbf r=A\mathbf R\). Since \(\partial/\partial r_a=\sum_k(A^{-1})_{ka}\,\partial/\partial R_k\), the tensor in the new coordinates is \(A^{-1}DA^{-T}\), where \(A^{-T}\) is the transpose of \(A^{-1}\). Require this to equal a number \(C\) times the unit matrix, and take determinants:

\[
C^2=\frac{\det D}{(\det A)^2}\quad\Longrightarrow\quad
C=\frac{\sqrt{\det D}}{|\det A|}.
\]

In two dimensions \(\det D=D_xD_y\). Hence \(C\) is the geometric mean if and only if \(|\det A|=1\), that is, if the map preserves area. With principal values 9 and 1 and only \(x\) rescaled, \(|\det A|=3\) and \(C=3/3=1\). This is also a correct description, but each density and flux per mapped area must then be multiplied by \(|\det A|\). The geometric mean belongs to the description in which \(n\) and \(F\) keep their values.

**Q.** What if the fast direction is not along my laboratory axes?

**A.** Use the symmetric matrix \(A=(D/\sqrt{\det D})^{1/2}\). Its determinant is 1, because \(\det(D/\sqrt{\det D})=\det D/\det D=1\). It commutes with \(D\), so

\[
A^{-1}DA^{-T}=D\,A^{-2}=\sqrt{\det D}\;\mathbf 1 .
\]

For instance, a tensor with diagonal elements 5 and off-diagonal elements 4 has principal values 9 and 1. Its mapped coefficient is \(\sqrt{25-16}=3\).

**Q.** I would have measured diffusion by the mean-square displacement. That gives \(\langle x^2+y^2\rangle=2(D_x+D_y)t\), which is an arithmetic mean. Why is yours the better one?

**A.** The two means answer different questions. The arithmetic mean tells how far an adatom gets, averaged over directions. Capture by islands depends on how an adatom spreads over area. A single adatom released at the origin has the probability density

\[
p=\frac{1}{4\pi t\sqrt{D_xD_y}}
\exp\!\left(-\frac{x^2}{4D_xt}-\frac{y^2}{4D_yt}\right),
\]

which is the product of two one-dimensional Gaussians. Its peak falls as \(1/(4\pi\bar Dt)\), so the area over which the adatom is spread grows as \(\bar Dt\). In mapped coordinates the exponent is \(-(X^2+Y^2)/(4\bar Dt)\), because \(x^2/D_x=s^2X^2/D_x=X^2/\bar D\), and likewise for \(y\).

**Q.** Your map holds at every point of the terrace. Why then is the result stated for the region far from islands?

**A.** The differential equation is isotropic everywhere in the continuum. The boundary is not. Take a circular island of radius \(R\) whose edge absorbs every adatom that reaches it, so that \(n=0\) on \(x^2+y^2=R^2\). In the mapped plane this edge is

\[
s^2X^2+\frac{Y^2}{s^2}=R^2,
\]

an ellipse with semi-axes \(R/s\) along \(X\) and \(Rs\) along \(Y\). The anisotropy has moved from the equation to the shape of the island. Distance is needed to make that shape unimportant.

**Q.** How much distance? An ellipse might cast a long shadow.

**A.** The density around it can be found in closed form. Near the island, deposition on the small surrounding area is negligible beside the adatoms arriving from farther out. If the island also grows slowly, \(n\) obeys \(\nabla^2n=0\) in the mapped plane. The long axis of the ellipse lies along \(Y\), so I use elliptic coordinates \(\mu,\varphi\) with foci on that axis:

\[
Y=c\cosh\mu\cos\varphi,\qquad X=c\sinh\mu\sin\varphi .
\]

The curve \(\mu=\mu_0\) is the island edge if \(c\cosh\mu_0=Rs\) and \(c\sinh\mu_0=R/s\). The difference of the squares, and the sum, of these two relations are

\[
c^2=R^2\left(s^2-\frac1{s^2}\right),\qquad
c\,e^{\mu_0}=R\left(s+\frac1s\right).
\]

With \(\zeta=Y+iX\) the coordinates combine to \(\zeta=c\cosh(\mu+i\varphi)\). Thus \(\mu\) is the real part of an analytic function of \(\zeta\) and satisfies Laplace's equation. The function \(n=B(\mu-\mu_0)\), with a constant \(B\), vanishes on the edge and is single-valued around the island.

**Q.** That is exact for the ellipse, but I cannot see a distance in it.

**A.** Expand it for large \(|\zeta|\). Solving \(\zeta=c\cosh w\) for \(w=\mu+i\varphi\) gives

\[
e^{w}=\frac{\zeta}{c}\left(1+\sqrt{1-\frac{c^2}{\zeta^2}}\right)
=\frac{2\zeta}{c}\left(1-\frac{c^2}{4\zeta^2}+\dots\right),
\]

so that \(w=\ln(2\zeta/c)-c^2/(4\zeta^2)+\dots\). Let \(\rho\) be the distance from the island centre in the mapped plane and \(\theta\) the angle from the \(X\) axis. Then \(\zeta=\rho\,e^{i(\pi/2-\theta)}\), and the real part of \(\zeta^{-2}\) is \(\rho^{-2}\cos(\pi-2\theta)=-\rho^{-2}\cos2\theta\). The two minus signs combine to a plus. Subtracting \(\mu_0=\ln[R(s+1/s)/c]\) removes \(c\) from the logarithm:

\[
n=B\left[\ln\frac{\rho}{R_{\rm eff}}+\frac{c^2\cos2\theta}{4\rho^2}+\dots\right],\qquad
R_{\rm eff}=\frac R2\left(s+\frac1s\right).
\]

The angular part falls as \(\rho^{-2}\), while the logarithm grows. This is the sense of "far from islands": \(\rho\) must be large compared with \(c\). At equal \(\rho\) the density is higher on the \(X\) axis, because the mapped island extends along \(Y\) and depletes that side more.

**Q.** So the anisotropy is forgotten at a distance.

**A.** In the mapped plane its direction is forgotten. On the real surface the distant lines of equal density are still ellipses, longer in the fast direction by the factor \(s^2\). The strength of the anisotropy also survives in \(R_{\rm eff}\), which is the mean of the two mapped semi-axes. For \(D_x=D_y\) it equals \(R\). For strong anisotropy it tends to \(Rs/2\) and grows as the fourth root of \(D_x/D_y\).

**Q.** Then how many adatoms does the island capture per second?

**A.** Call this number \(J\). The map preserves area and adatom number, so \(J\) can be computed in either plane. Through a mapped circle of radius \(\rho\), the inward flow is \(\bar D\,\partial n/\partial\rho\) integrated over the circumference. The \(\cos2\theta\) term integrates to zero, and \(J=2\pi\bar DB\). If the density is held at \(n_L\) on a circle \(\rho=L\), the logarithmic term fixes \(B=n_L/\ln(L/R_{\rm eff})\), and

\[
J\simeq\frac{2\pi\bar D\,n_L}{\ln(L/R_{\rm eff})}.
\]

**Q.** But your solution is not constant on that circle. It still has the angular term.

**A.** Add the harmonic function \(-Bc^2\rho^2\cos2\theta/(4L^4)\), which cancels the leading angular term at \(\rho=L\). On the island, where \(\rho\le Rs\), it is at most \(Bc^2R^2s^2/(4L^4)\) in size, so the error it introduces there is small if \(L\gg Rs\). The density difference between the two mapped axes, at the same \(\rho\), is then

\[
n_X-n_Y\simeq\frac{n_L}{\ln(L/R_{\rm eff})}\,\frac{c^2}{2}
\left(\frac1{\rho^2}-\frac{\rho^2}{L^4}\right).
\]

Take \(D_x/D_y=16\) and \(L=40R\). Then \(s=2\), \(R_{\rm eff}=1.25R\), \(c^2=3.75R^2\), and \(J=2\pi\bar Dn_L/\ln32=1.8129\,\bar Dn_L\). I also solved the anisotropic equation by finite elements in the original plane, between the circular island and the ellipse with semi-axes \(Ls\) and \(L/s\), which is the image of the circle \(\rho=L\). The result is \(1.8131\,\bar Dn_L\). At \(\rho=8R\) the density difference is \(0.00846\,n_L\) from the finite elements and \(0.00844\,n_L\) from the formula. The last digits of the finite-element values carry mesh error: an expansion in harmonic functions, which needs no mesh, gives \(1.8129\,\bar Dn_L\) and \(0.00845\,n_L\).

**Q.** In growth nobody holds the density fixed at a distance. Atoms fall everywhere.

**A.** Then give each island a capture zone, and let no adatoms cross its outer edge. I take the zone to be a disc of radius \(L\) in the mapped plane. With \(N\) islands per area, \(\pi L^2=1/N\). On the real surface the zone is an ellipse, longer in the fast direction by the factor \(s^2\). I replace the mapped island by a disc of radius \(R_{\rm eff}\) and solve the steady equation

\[
\frac1\rho\frac{d}{d\rho}\left(\rho\frac{dn}{d\rho}\right)=-\frac F{\bar D}.
\]

One integration, with \(dn/d\rho=0\) at \(\rho=L\), gives \(\rho\,dn/d\rho=F(L^2-\rho^2)/(2\bar D)\). A second, with \(n(R_{\rm eff})=0\), gives

\[
n=\frac F{2\bar D}\left[L^2\ln\frac\rho{R_{\rm eff}}-\frac{\rho^2-R_{\rm eff}^2}2\right].
\]

**Q.** How long does an adatom live on the terrace under these conditions?

**A.** In a steady state the number \(M\) of adatoms in the zone equals their arrival rate times their mean lifetime \(\tau\). To find \(M\), integrate \(2\pi\rho\,n\) from \(R_{\rm eff}\) to \(L\). The two integrals needed are

\[
\int\rho\ln\frac\rho{R_{\rm eff}}d\rho=\frac{L^2}2\ln\frac L{R_{\rm eff}}-\frac{L^2-R_{\rm eff}^2}4,
\]
\[
\int\rho\,\frac{\rho^2-R_{\rm eff}^2}2\,d\rho=\frac{(L^2-R_{\rm eff}^2)^2}8 .
\]

With \(\varepsilon=R_{\rm eff}^2/L^2\) they give

\[
M=\frac{\pi FL^4}{2\bar D}\left[\ln\frac L{R_{\rm eff}}-\frac{1-\varepsilon}2-\frac{(1-\varepsilon)^2}4\right].
\]

Atoms arrive on the free terrace at the rate \(\pi(L^2-R^2)F\), since the true island area is \(\pi R^2\) in both planes. Hence

\[
\tau\simeq\frac{L^2}{2\bar D}\;
\frac{\ln(L/R_{\rm eff})-(1-\varepsilon)/2-(1-\varepsilon)^2/4}{1-R^2/L^2}.
\]

For small islands the fraction tends to \(\ln(L/R_{\rm eff})-\tfrac34\).

**Q.** You used a disc where there is an ellipse. Deposition is not harmonic, so the elliptic solution no longer covers you.

**A.** True, and this is why I write \(\simeq\). The deposition term contributes \(-F\rho^2/(4\bar D)\) to \(n\), and \(\rho^2\) varies along the ellipse. Its average over \(\varphi\) is half the sum of the squared semi-axes. This exceeds \(R_{\rm eff}^2\) by \(R^2(s-1/s)^2/4\), which must be small compared with \(L^2\). In the case \(D_x/D_y=16\), \(L=40R\), the formula and the finite elements in the original plane both give \(\tau=2175\,R^2/\bar D\) to four digits.

## 2. Single-site traps, the loss of a dimension, and iron

**Q.** Before I turn to the lattice, which symbols and results may I carry over?

**A.** The principal coefficients are \(D_x\ge D_y\). The map \(x=sX\), \(y=Y/s\) with \(s=(D_x/D_y)^{1/4}\) preserves area and gives the isotropic coefficient \(\bar D=\sqrt{D_xD_y}\). Distance in the mapped plane is \(\rho\). A circular island of radius \(R\) acts from afar as a disc of radius \(R_{\rm eff}=R(s+1/s)/2\), and an island that captures \(J\) adatoms per second is surrounded by the density \(n\simeq J\ln(\rho/R_{\rm eff})/(2\pi\bar D)\). With one island in a mapped zone of radius \(L\), the mean adatom lifetime is \(\tau\simeq(L^2/2\bar D)[\ln(L/R_{\rm eff})-\tfrac34]\) when the island is small. The longer formula also includes terms in \(R^2/L^2\), but not those that come from the elliptical shape of the mapped island.

**Q.** At the start of growth an island is one or two atoms. You cannot call that a circle in a continuum.

An area-preserving map makes the anisotropic diffusion isotropic, with coefficient \(\bar D=\sqrt{D_xD_y}\), and a circular island then acts from afar as a disc of radius \(R_{\rm eff}\), which fixes its capture rate and the mean adatom lifetime. It remains to treat a trap of a single lattice site, to find when the continuum description fails, and to put numbers to an iron surface.
